# Thomas-Fermi energy from WKB eigenvalues with sums replaced by integrals: test program

```python
"""Result under test: for a central potential V(r), the integral of WKB eigenvalues
over continuous quantum numbers equals the Thomas-Fermi (TF) eigenvalue sum.

Hartree atomic units.  lam = l + 1/2,  nu = n_r + 1/2,  s = ln r.
WKB rule:  pi*nu = integral of sqrt(2(eps - V) - lam^2/r^2) dr,  degeneracy 4*lam.
Claim:  int int 4 lam eps dnu dlam = int [p^5/(10 pi^2) + V p^3/(3 pi^2)] d^3r,
        p^2 = 2(mu - V), with both integrals starting at lam = 0 and nu = 0.
A well is a pair (q, dq):  q(s) = -2 r^2 V  and its derivative with respect to s.
Example: neutral sulfur in its self-consistent TF potential V = -(Z/r) phi(r/b).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.interpolate import CubicHermiteSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

Z = 16.0
pi = np.pi
EV = physical_constants["Hartree energy in eV"][0]

# --- universal TF function: integrate inward from its tail, then rescale ---
sigma = (np.sqrt(73.0) - 7.0) / 2.0
log_start = 7.0 * np.log(10.0) / sigma
log_end = np.log(1e-16)
log_y = np.linspace(log_start, log_end, 8000)
tail = np.exp(-sigma * log_start)
amplitude = 144.0 * np.exp(-3.0 * log_start)
solution = solve_ivp(
    lambda t, f: [f[1], f[1] + (np.exp(t) * max(f[0], 0.0)) ** 1.5],
    (log_start, log_end),
    [amplitude * (1 - tail), amplitude * (-3 + (3 + sigma) * tail)],
    method="DOP853", t_eval=log_y, rtol=1e-11, atol=1e-45)
assert solution.success
value, log_slope = solution.y
y_end = np.exp(log_end)
raw_slope = log_slope[-1] / y_end - 2 * np.sqrt(y_end) * value[-1] ** 1.5
raw_origin = value[-1] - raw_slope * y_end
stretch = raw_origin ** (1.0 / 3.0)
phi_slope = raw_slope / stretch ** 4
b = 0.5 * (3 * pi / 4) ** (2.0 / 3.0) * Z ** (-1.0 / 3.0)

knots = (log_y + np.log(stretch * b))[::-1]
log_phi = CubicHermiteSpline(knots, np.log(value / raw_origin)[::-1],
                             (log_slope / value)[::-1])
log_phi_prime = log_phi.derivative()
S_MIN, S_MAX = knots[0], knots[-1]


def q_tf(s):
    return 2 * Z * np.exp(s + log_phi(s))


def dq_tf(s):
    return q_tf(s) * (1 + log_phi_prime(s))


def q_coulomb(s):
    return 2 * Z * np.exp(s)


ATOM = (q_tf, dq_tf)
COULOMB = (q_coulomb, q_coulomb)
grid = np.linspace(S_MIN, S_MAX, 12000)
radius = np.exp(grid)


def bisect(function, negative, positive, steps=50):
    """Vectorized bisection between points with function <= 0 and function > 0."""
    for _ in range(steps):
        middle = 0.5 * (negative + positive)
        is_positive = function(middle) > 0
        negative = np.where(is_positive, negative, middle)
        positive = np.where(is_positive, middle, positive)
    return 0.5 * (negative + positive)


theta = np.arange(1, 101) * pi / 101


def action(energy, lam, well=ATOM):
    """Radial action divided by pi, i.e. nu(energy, lam); zero if no motion."""
    q, dq = well
    energy, lam = np.broadcast_arrays(np.atleast_1d(energy) * 1.0,
                                      np.atleast_1d(lam) * 1.0)
    left, right = np.full(lam.shape, S_MIN), np.full(lam.shape, S_MAX)
    peak = bisect(lambda s: dq(s) + 4 * energy * np.exp(2 * s), right, left)

    def kinetic(s):
        return q(s) + 2 * energy * np.exp(2 * s) - lam ** 2

    inner, outer = bisect(kinetic, left, peak), bisect(kinetic, right, peak)
    half = 0.5 * (outer - inner)
    s = 0.5 * (outer + inner)[:, None] + half[:, None] * np.cos(theta)
    square = q(s) + 2 * energy[:, None] * np.exp(2 * s) - lam[:, None] ** 2
    return half * (np.sqrt(np.maximum(square, 0)) * np.sin(theta)).sum(axis=1) / 101


def eigenvalue(nu, lam, well=ATOM):
    """Solve the WKB rule for the energy at given, possibly non-integer, numbers."""
    nu, lam = np.atleast_1d(nu) * 1.0, np.atleast_1d(lam) * 1.0
    deepest = np.log(Z ** 2 / (2 * lam ** 2))
    shallow = np.full(lam.shape, -30.0)
    return -np.exp(bisect(lambda y: action(-np.exp(y), lam, well) - nu,
                          deepest, shallow))


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + 0.5 * (high - low) * (x + 1), 0.5 * (high - low) * w


def wkb_integrals(mu, n=30):
    """Count and eigenvalue integral over the (nu, lam) region with eps < mu."""
    t, wt = gauss(n, 0, 1)
    u, wu = gauss(n, 0, 1)
    edge = bisect(lambda rho: rho * (1 - t) - action(mu, rho * t),
                  np.full(n, 1e-3), np.full(n, 12.0))
    rho = edge[:, None] * u
    lam, nu = rho * t[:, None], rho * (1 - t[:, None])
    weight = 4 * lam * rho * edge[:, None] * wt[:, None] * wu
    eps = eigenvalue(nu.ravel(), lam.ravel()).reshape(lam.shape)
    return weight.sum(), (weight * eps).sum()


def largest_lam(energy):
    return np.sqrt(np.max(q_tf(grid) + 2 * energy * radius ** 2))


def wkb_count(energy, start=0.0):
    lam, w = gauss(30, start, largest_lam(energy))
    return np.sum(w * 4 * lam * action(energy, lam))


def thomas_fermi(mu, well=ATOM):
    """TF count, kinetic energy, potential energy and int p^5/(15 pi^2) d^3r."""
    q = well[0](grid)
    p = np.sqrt(np.maximum(2 * mu + q / radius ** 2, 0))
    shell = 4 * pi * radius ** 3
    density = p ** 3 / (3 * pi ** 2)
    potential = -q / (2 * radius ** 2)
    return [np.trapezoid(f * shell, grid) if hasattr(np, "trapezoid")
            else np.trapz(f * shell, grid)
            for f in (density, p ** 5 / (10 * pi ** 2), potential * density,
                      p ** 5 / (15 * pi ** 2))]


def schroedinger(n_r, l, well=ATOM):
    """Radial Schroedinger level by finite differences on a logarithmic grid."""
    h = 0.005
    s = np.arange(np.log(5e-4), np.log(200.0), h)
    r = np.exp(s)
    diagonal = (1 / h ** 2 + 0.5 * ((l + 0.5) ** 2 - well[0](s))) / r ** 2
    before = r[0] * np.exp(-h)
    ghost = (np.exp(-h * (l + 0.5)) * (1 - Z * before / (l + 1))
             / (1 - Z * r[0] / (l + 1)))
    diagonal[0] -= 0.5 * ghost / (h * r[0]) ** 2
    off = -0.5 / (h ** 2 * r[:-1] * r[1:])
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, n_r))[-1]


# --- one allowed interval: circular-orbit condition has a single solution ---
rising = dq_tf(grid) > 0
assert np.all(np.diff(dq_tf(grid)[rising] / radius[rising] ** 2) < 0)
assert np.count_nonzero(np.diff(rising.astype(int))) == 1

# --- neutral atom, mu = 0 ---
N_tf, T_tf, V_tf, _ = thomas_fermi(0.0)
N_wkb, S_wkb = wkb_integrals(0.0)
S_tf = T_tf + V_tf
assert abs(N_tf - Z) < 1e-4 * Z
assert abs(N_wkb - N_tf) < 2e-4 * N_tf
assert abs(S_wkb - S_tf) < 2e-4 * abs(S_tf)

density = (q_tf(grid) / radius ** 2) ** 1.5 / (3 * pi ** 2)
charge_rate = 4 * pi * radius ** 3 * density
enclosed = cumulative_trapezoid(charge_rate, grid, initial=0)
step = grid[1] - grid[0]
U = np.sum(charge_rate * enclosed / radius) * step
attraction = -Z * np.sum(charge_rate / radius) * step
E_functional = T_tf + attraction + U
E_wkb = S_wkb - U
E_slope = 3.0 / 7.0 * Z ** 2 * phi_slope / b
assert abs(E_functional - E_slope) < 2e-4 * abs(E_slope)
assert abs(E_wkb - E_functional) < 3e-4 * abs(E_functional)

print("Sulfur, nuclear charge Z =", int(Z))
print(f"TF length b = {b:.5f} bohr")
print(f"Initial slope phi'(0) = {phi_slope:.6f}")
print("Neutral atom, mu = 0:")
print(f"  N from WKB integral = {N_wkb:.4f}")
print(f"  N from TF density = {N_tf:.4f}")
print(f"  S from WKB integral = {S_wkb:.3f} hartree")
print(f"  S from TF density = {S_tf:.3f} hartree")
print(f"  TF kinetic energy = {T_tf:.3f} hartree")
print(f"  TF integral of V n = {V_tf:.3f} hartree")
print(f"  nuclear attraction = {attraction:.3f} hartree")
print(f"  electron repulsion U = {U:.3f} hartree")
print(f"  E = S(WKB integral) - U = {E_wkb:.3f} hartree")
print(f"  E from TF functional = {E_functional:.3f} hartree")
print(f"  E from initial slope = {E_slope:.3f} hartree = {E_slope * EV:.0f} eV")

# --- same potential, lower filling energy; integration by parts in energy ---
mu = -5.0
N2_tf, T2_tf, V2_tf, p5_term = thomas_fermi(mu)
N2_wkb, S2_wkb = wkb_integrals(mu)
v, wv = gauss(24, 0, 1)
count_area = sum(w * wkb_count(mu / x ** 2) * (-2 * mu) / x ** 3
                 for x, w in zip(v, wv))
assert abs(N2_wkb - N2_tf) < 2e-4 * N2_tf
assert abs(S2_wkb - T2_tf - V2_tf) < 2e-4 * abs(S2_wkb)
assert abs(count_area - p5_term) < 2e-4 * p5_term
assert abs(mu * N2_wkb - count_area - S2_wkb) < 3e-4 * abs(S2_wkb)
print(f"Same potential, mu = {mu:.1f} hartree:")
print(f"  N: WKB integral {N2_wkb:.4f}, TF {N2_tf:.4f}")
print(f"  S: WKB integral {S2_wkb:.3f}, TF {T2_tf + V2_tf:.3f} hartree")
print(f"  mu N = {mu * N2_wkb:.3f} hartree")
print(f"  integral of N(eps) up to mu = {count_area:.3f} hartree")
print(f"  integral of p^5/(15 pi^2) = {p5_term:.3f} hartree")

# --- role of the lower limit in l ---
N_full, N_cut = wkb_count(0.0), wkb_count(0.0, 0.5)
l_top = -0.5 + np.sqrt(0.25 + largest_lam(0.0) ** 2)
root_l, w = gauss(30, 0, np.sqrt(l_top))
l_values = root_l ** 2
N_plain = np.sum(w * 2 * root_l * 2 * (2 * l_values + 1)
                 * action(0.0, np.sqrt(l_values * (l_values + 1))))
assert abs(N_full - Z) < 2e-4 * Z and abs(N_plain - Z) < 2e-4 * Z
assert N_cut < Z - 0.5
print("Electron count at mu = 0 for three choices:")
print(f"  (l+1/2)^2, l from -1/2: {N_full:.4f}")
print(f"  (l+1/2)^2, l from 0: {N_cut:.4f}")
print(f"  l(l+1), l from 0: {N_plain:.4f}")

# --- discrete levels in the sulfur TF potential ---
assert abs(schroedinger(0, 0, COULOMB) + Z ** 2 / 2) < 1e-3 * Z ** 2 / 2
levels = [("1s", 0, 0, 2), ("2s", 1, 0, 2), ("2p", 0, 1, 6),
          ("3s", 2, 0, 2), ("3p", 1, 1, 4)]
assert sum(level[3] for level in levels) == Z
print("nu at zero energy for l = 0, 1, 2:",
      " ".join(f"{x:.3f}" for x in action(0.0, np.array([0.5, 1.5, 2.5]))))
print("Level, electrons, WKB and Schroedinger energy (hartree):")
S_discrete = S_quantum = 0.0
for name, n_r, l, electrons in levels:
    e_wkb = eigenvalue(n_r + 0.5, l + 0.5)[0]
    e_quantum = schroedinger(n_r, l)
    S_discrete += electrons * e_wkb
    S_quantum += electrons * e_quantum
    print(f"  {name} {electrons} {e_wkb:.4f} {e_quantum:.4f}")
assert abs(S_discrete - S_quantum) < 0.02 * abs(S_quantum)
gap = S_discrete - S_wkb
assert abs(gap / (Z ** 2 / 2) - 1) < 0.25
print(f"Discrete WKB sum = {S_discrete:.3f} hartree")
print(f"Discrete Schroedinger sum = {S_quantum:.3f} hartree")
print(f"Discrete WKB sum minus integral = {gap:.3f} hartree")
print(f"Scott term Z^2/2 = {Z ** 2 / 2:.1f} hartree")

# --- pure Coulomb field, closed shells: what the integrals leave out ---
print("Coulomb field, M closed shells, no electron repulsion:")
for shells in (2, 6):
    pairs = [(n - l - 1, l) for n in range(1, shells + 1) for l in range(n)]
    n_r, l = np.array(pairs, dtype=float).T
    eps = eigenvalue(n_r + 0.5, l + 0.5, COULOMB)
    exact = -Z ** 2 / (2 * (n_r + l + 1) ** 2)
    assert np.max(np.abs(eps / exact - 1)) < 1e-6
    electrons = np.sum(2 * (2 * l + 1))
    level_sum = np.sum(2 * (2 * l + 1) * eps)
    fermi = brentq(lambda e: thomas_fermi(e, COULOMB)[0] - electrons, -200, -0.5)
    _, kinetic_c, potential_c, _ = thomas_fermi(fermi, COULOMB)
    tf_sum = kinetic_c + potential_c
    ratio = (level_sum - tf_sum) / Z ** 2
    assert abs(ratio - (0.5 - 1 / (12 * (shells + 0.5)))) < 1e-3
    print(f"  M = {shells}, N = {electrons:.0f}: discrete {level_sum:.2f}, "
          f"TF {tf_sum:.2f} hartree")
    print(f"    difference / Z^2 = {ratio:.4f} hartree")

print("all tests passed")
```

Output:

```
Sulfur, nuclear charge Z = 16
TF length b = 0.35135 bohr
Initial slope phi'(0) = -1.588071
Neutral atom, mu = 0:
  N from WKB integral = 16.0000
  N from TF density = 16.0000
  S from WKB integral = -330.601 hartree
  S from TF density = -330.601 hartree
  TF kinetic energy = 495.902 hartree
  TF integral of V n = -826.503 hartree
  nuclear attraction = -1157.104 hartree
  electron repulsion U = 165.301 hartree
  E = S(WKB integral) - U = -495.902 hartree
  E from TF functional = -495.902 hartree
  E from initial slope = -495.902 hartree = -13494 eV
Same potential, mu = -5.0 hartree:
  N: WKB integral 5.3448, TF 5.3448
  S: WKB integral -318.642, TF -318.642 hartree
  mu N = -26.724 hartree
  integral of N(eps) up to mu = 291.918 hartree
  integral of p^5/(15 pi^2) = 291.918 hartree
Electron count at mu = 0 for three choices:
  (l+1/2)^2, l from -1/2: 16.0000
  (l+1/2)^2, l from 0: 14.1757
  l(l+1), l from 0: 16.0000
nu at zero energy for l = 0, 1, 2: 3.373 1.592 0.000
Level, electrons, WKB and Schroedinger energy (hartree):
  1s 2 -82.6800 -83.0662
  2s 2 -6.6078 -6.6818
  2p 6 -4.6771 -4.7196
  3s 2 -0.3048 -0.3120
  3p 4 -0.0283 -0.0330
Discrete WKB sum = -207.361 hartree
Discrete Schroedinger sum = -208.569 hartree
Discrete WKB sum minus integral = 123.240 hartree
Scott term Z^2/2 = 128.0 hartree
Coulomb field, M closed shells, no electron repulsion:
  M = 2, N = 10: discrete -512.00, TF -631.35 hartree
    difference / Z^2 = 0.4662 hartree
  M = 6, N = 182: discrete -1536.00, TF -1660.71 hartree
    difference / Z^2 = 0.4872 hartree
all tests passed
```
